# Why a hotter hydrogen anneal can leave more interface defects

## Two hot anneals

At the interface between silicon and its oxide, some silicon atoms lack a bonding partner. Each such dangling bond can trap charge. Annealing in hydrogen passivates it by forming a Si–H bond, and heat can break that bond again. Passivation needs thermal activation, so it is tempting to conclude that a hotter anneal, with more hydrogen, must leave a better interface.

Take the simplest case that can decide the matter: anneals so long that the balance between the two reactions has been reached. Let $f$ be the fraction of sites that are bare, that is, not passivated. A bare site is passivated at the rate $a$, and a passivated site loses its hydrogen at the rate $d$, both in s$^{-1}$. In balance as many sites are passivated per second as are freed:

$$a f=d(1-f)\quad\Rightarrow\quad f=\frac{d}{a+d}.$$

Both rates follow the Arrhenius law,

$$a=k_{f0}\,h\,e^{-E_f/kT},\qquad d=k_{d0}\,e^{-E_d/kT},$$

where $h$ is the concentration of H$_2$ at the interface, $T$ the absolute temperature and $k$ Boltzmann's constant. I use round model parameters, not fitted to any sample: $E_f=1.5$ eV, $E_d=2.8$ eV, $k_{f0}=10^{-7}$ cm$^3$/s, $k_{d0}=10^{13}$ s$^{-1}$ and $h=10^{17}$ cm$^{-3}$. Then $k_{f0}h=10^{10}$ s$^{-1}$. When $d\ll a$,

$$f\approx\frac da=\frac{k_{d0}}{k_{f0}h}\,e^{-(E_d-E_f)/kT}=10^3\,e^{-1.3\ \mathrm{eV}/kT}.$$

At 500 °C, $kT=0.0666$ eV and the exponent is $-19.51$, so $f=3.4\times10^{-6}$. At 700 °C, $kT=0.0839$ eV and the exponent is $-15.50$, so $f=1.9\times10^{-4}$. The hotter anneal leaves 55 times as many bare bonds. Heating speeds up both reactions, but it speeds up the one with the larger activation energy by the larger factor.

## The counter-example with a finite time

A real anneal has a finite duration, and at low temperature it may end before the balance is reached. Suppose that all sites are bare at the start, that temperature and $h$ stay constant for a time $t$, and that the sample is then cooled so fast that nothing further happens. Suppose also that hydrogen released from a site does not react again. The bare fraction obeys

$$\frac{df}{dt}=-af+d(1-f)=-(a+d)f+d.$$

With $s=d/(a+d)$ we have $d=(a+d)s$, so

$$\frac{df}{dt}=-(a+d)(f-s).$$

Since $s$ is constant during the anneal, the difference $f-s$ decays exponentially. From $f(0)=1$ it follows that

$$f=s+(1-s)e^{-z},\qquad z=(a+d)t. \tag{1}$$

The first term is the floor, below which no longer anneal at this temperature can bring the interface. It is a steady state between two one-way reactions, not a thermodynamic equilibrium: the model lets the hydrogen atoms freed by both reactions escape. The second is the unfinished part, which more time would remove.

For $t=1800$ s, equation (1) gives:

| Anneal (°C) | Floor | Unfinished part | Bare fraction |
|---:|---:|---:|---:|
| 300 | $3.7\times10^{-9}$ | $0.31$ | $0.31$ |
| 325 | $1.1\times10^{-8}$ | $0.016$ | $0.016$ |
| 350 | $3.1\times10^{-8}$ | $1.7\times10^{-6}$ | $1.7\times10^{-6}$ |
| 400 | $1.9\times10^{-7}$ | negligible | $1.9\times10^{-7}$ |
| 500 | $3.4\times10^{-6}$ | negligible | $3.4\times10^{-6}$ |
| 700 | $1.9\times10^{-4}$ | negligible | $1.9\times10^{-4}$ |

Up to 350 °C the idea that hotter is better holds: the unfinished part collapses. From 400 °C on, the reaction is complete long before the anneal ends, and the rising floor is all that remains.

The lowest bare fraction lies between these two regimes, at 359 °C (632 K), as found from the condition derived below. There $kT=0.0545$ eV, and the rates are $a=1.116\times10^{-2}$ s$^{-1}$ and $d=4.886\times10^{-10}$ s$^{-1}$. Hence

$$z=1.116\times10^{-2}\times1800=20.09,\qquad s=\frac{4.886\times10^{-10}}{1.116\times10^{-2}}=4.38\times10^{-8},$$

$$f=4.38\times10^{-8}+e^{-20.09}=4.38\times10^{-8}+0.19\times10^{-8}=4.57\times10^{-8}.$$

Now raise both temperature and hydrogen: 500 °C with ten times the H$_2$. The floor is inversely proportional to $h$ when $d\ll a$, so $f=3.4\times10^{-7}$. This is still about seven times the value at 359 °C with the original hydrogen. In this model of identical sites, more hydrogen together with a higher temperature has given a worse interface.

The absolute values deserve caution. With $10^{12}$ sites per cm$^2$, the best anneal would leave about $5\times10^4$ bare bonds per cm$^2$. Such perfection belongs to a model in which all sites are identical and no atomic hydrogen is present. A spread of energies or a trace of free H atoms changes it greatly, as shown below.

## The correct statement

The counter-example does not show that hydrogen itself does harm. In this two-rate model, with $E_f$, $E_d$, $h$ and $t$ positive and $h$ independent of temperature, the following holds for an initially bare interface:

1. If $E_d>E_f$, and the reaction can finish at high temperature in the sense made precise below, the bare fraction has exactly one minimum as a function of temperature.
2. If $E_d\le E_f$, there is no optimum: a hotter anneal always leaves fewer bare bonds.
3. At fixed temperature and time, more H$_2$ always leaves fewer bare bonds.

### Proof for temperature

It is easier to follow the passivated fraction $p=1-f$. From equation (1),

$$p=1-s-(1-s)e^{-z}=(1-s)(1-e^{-z})=\frac{a}{a+d}\,(1-e^{-z}).$$

A maximum of $p$ is a minimum of $f$. Take the logarithm, which turns the product into a sum, and use $\beta=1/kT$ as the variable:

$$\ln p=\ln a-\ln(a+d)+\ln(1-e^{-z}).$$

The Arrhenius laws give $da/d\beta=-E_fa$ and $dd/d\beta=-E_dd$, where the last $d$ on each side is the dissociation rate. Therefore

$$\frac{d(a+d)}{d\beta}=-(aE_f+dE_d)=-(a+d)\bar E,\qquad \bar E=\frac{aE_f+dE_d}{a+d}=E_f+s\Delta,$$

with $\Delta=E_d-E_f$. The energy $\bar E$ is a mean of the two activation energies, weighted by the rates. Because $z$ is $(a+d)$ times a constant, $dz/d\beta=-\bar Ez$. The three terms of $\ln p$ contribute

$$\frac{d\ln p}{d\beta}=-E_f+\bar E+\frac{e^{-z}}{1-e^{-z}}\,(-\bar Ez)=s\Delta-\bar E\,g(z),\qquad g(z)=\frac{z}{e^z-1}.$$

Since $d\beta/dT=-1/(kT^2)$,

$$\frac{d\ln p}{dT}=\frac{1}{kT^2}\left[\bar E\,g(z)-s\Delta\right]. \tag{2}$$

If $\Delta\le0$, the bracket is positive at every temperature, because $\bar E$ and $g$ are positive and $-s\Delta\ge0$. This proves statement 2.

If $\Delta>0$, the bracket vanishes when

$$\frac{z}{e^z-1}=\frac{s\Delta}{E_f+s\Delta}. \tag{3}$$

Consider how each side changes on heating.

The left side falls. Both rates grow with temperature, so $z$ grows. The derivative of $g$ is

$$g'(z)=\frac{e^z-1-ze^z}{(e^z-1)^2}.$$

Its numerator is zero at $z=0$ and has the derivative $-ze^z$, so it is negative for $z>0$.

The right side rises. Writing $s=1/(1+a/d)$, with $a/d=(k_{f0}h/k_{d0})\,e^{\Delta/kT}$, shows that $a/d$ falls and $s$ rises on heating. The right side increases with $s$, since its derivative with respect to $s$ is $E_f\Delta/(E_f+s\Delta)^2>0$.

At low temperature $z\to0$ and $s\to0$, so the left side tends to 1 and the right side to 0. A falling and a rising curve cross at most once. They do cross if the left side ends up below the right side in the limit of high temperature. This is the precise condition in statement 1. In the example $z$ tends to about $1.8\times10^{16}$, so $g$ is practically zero, while the right side tends to about $0.46$. Below the crossing, equation (2) gives a rising $p$, and above it a falling $p$. The crossing is therefore the single best temperature. Solving equation (3) numerically by root finding gives the 359 °C used above.

If $h$ itself depends on temperature as $h_0e^{-E_h/kT}$, then $a$ keeps its Arrhenius form with the activation energy $E_f+E_h$. Statements 1 and 2 hold with this sum in place of $E_f$, provided that it is positive.

### Proof for hydrogen

At fixed temperature, $h$ enters through $a$ alone. Write

$$p=at\,\varphi(z),\qquad \varphi(z)=\frac{1-e^{-z}}{z}.$$

Differentiating at fixed $d$, with $\partial z/\partial a=t$, gives

$$\frac{\partial p}{\partial a}=t\left[\varphi+at\,\varphi'\right],\qquad \varphi'=\frac{e^{-z}}{z}-\frac{1-e^{-z}}{z^2}=\frac{e^{-z}-\varphi}{z}.$$

The function $\varphi(z)$ is the average of $e^{-x}$ over the interval from 0 to $z$. It is larger than the smallest value $e^{-z}$ in that interval, so $\varphi'<0$. Since $at\le z$, the negative term $at\,\varphi'$ is no lower than $z\varphi'$, and

$$\frac{\partial p}{\partial a}\ge t\left[\varphi+z\varphi'\right]=t\,e^{-z}>0.$$

This proves statement 3. What hydrogen may fail to do is make up for excess heat.

## What happens at the optimum

It might seem that the optimum is the point where dissociation overtakes passivation. The numbers exclude this: at 359 °C the rate $a$ is $2.3\times10^7$ times $d$. The rates become equal when

$$k_{f0}h\,e^{-E_f/kT}=k_{d0}\,e^{-E_d/kT}\quad\Rightarrow\quad kT=\frac{\Delta}{\ln[k_{d0}/(k_{f0}h)]}=\frac{1.3\ \mathrm{eV}}{\ln 10^3}=0.188\ \mathrm{eV},$$

which is about 1900 °C, far above the melting point of silicon at roughly 1400 °C.

Nor does dissociation win in the net flow of an anneal that starts from bare bonds. Equation (1) gives $f>s$ at every finite time, so $df/dt=-(a+d)(f-s)$ is negative. Even at 700 °C the interface improves throughout the anneal. It merely approaches a poorer final state.

What does balance at the optimum is the effect of a small change in temperature. For $s\ll1$ and $z\gg1$, equation (3) simplifies to $ze^{-z}\approx s\Delta/E_f$. Dividing by $sz$ gives

$$\frac{\text{unfinished part}}{\text{floor}}\approx\frac{e^{-z}}{s}\approx\frac{\Delta}{E_fz}=\frac{1.3}{1.5\times20.09}=0.043.$$

The unfinished part is thus only about 4 % of the floor. It still decides the position of the optimum because it is so sensitive: its relative change per kelvin is $-zE_f/kT^2$, while that of the floor is $+\Delta/kT^2$. A small quantity with a steep slope balances a larger one with a gentle slope. The best anneal is therefore one in which the reaction is nearly complete and the temperature no higher than that requires.

This also tells how the recipe should change. With a longer time, $z$ grows while the right side of equation (3) stays the same, so the crossing moves to a lower temperature. For ten times the duration the optimum falls to 312 °C, and the bare fraction there is $6.7\times10^{-9}$.

With ten times the H$_2$, the right side falls about tenfold. The left side, roughly $ze^{-z}$ with $z\approx20$, falls by the far larger factor $e^{9z}/10$. The crossing again moves down, to 314 °C, with a bare fraction of $7.3\times10^{-10}$. Extra hydrogen is thus best used with a cooler anneal.

How much hydrogen would make a 500 °C anneal as good as the one at 359 °C? On the floor $f\approx d/a\propto e^{-\Delta/kT}/h$. Keeping this constant between $T_1$ and $T_2$ requires the factor

$$\frac{h_2}{h_1}\approx\exp\left[\Delta\left(\frac1{kT_1}-\frac1{kT_2}\right)\right]\approx77.$$

The full equation (1) gives 74. The estimate is some 4 % high because it leaves out the unfinished part at 359 °C.

## When dissociation does win

The sign of the net flow changes if the interface starts below the floor. For a general initial value $f_0$, the same exponential decay gives $f=s+(f_0-s)e^{-z}$. A well-passivated interface with $f_0<s$ therefore loses hydrogen until it reaches the floor. Reheating the 359 °C sample to 700 °C for 1800 s in the same hydrogen would raise its bare fraction from $4.6\times10^{-8}$ to $1.9\times10^{-4}$.

The extreme case is heating without hydrogen. Then $a=0$, and a fully passivated interface obeys $df/dt=d(1-f)$ with $f(0)=0$, so that

$$f=1-e^{-dt}.$$

At 600 °C, $d=6.9\times10^{-4}$ s$^{-1}$ and $dt=1.24$ after 1800 s, which leaves 71 % of the sites bare. An initially bare interface annealed at 600 °C in H$_2$ for the same time ends with $3.1\times10^{-5}$. Hydrogen in the surroundings is what keeps the floor low.

## Where the simple result changes

**Slow cooling.** The optimum was derived for a sudden quench. If the sample is instead cooled in H$_2$, the floor falls while passivation is still fast enough to follow it. Numerical integration of the rate equation, starting from the 700 °C anneal and cooling at 1 K/s to room temperature with $h$ held constant, gives a final bare fraction of $1.3\times10^{-7}$. The quench would have left $1.9\times10^{-4}$. Most of the harm of overheating is repaired, though the result is still nearly three times that of the 359 °C anneal. The final value equals the floor at about 390 °C, but the interface falls behind the floor gradually: the bare fraction is 1.1 times the floor at 450 °C, 1.5 times at 400 °C and about 5 times at 350 °C, below which it changes little. Slower cooling lets it follow further down: at 0.1 K/s the final bare fraction is $2.0\times10^{-8}$, less than half that of the quenched 359 °C anneal. The penalty for annealing above the best temperature therefore matters mainly when cooling is fast; slow cooling does not repair an anneal that was too cool to finish.

**Unequal sites.** In an amorphous oxide the surroundings differ from site to site. Let $E_f$ and $E_d$ have independent Gaussian distributions with a standard deviation of 0.1 eV each, and average equation (1) over both. A site whose $E_f$ is 0.2 eV above the mean is passivated more slowly at 359 °C by the factor $e^{0.2/0.0545}=39$. For it $at=20.09/39\approx0.5$, so it stays bare with a probability of about $e^{-0.5}=0.6$. About 2.3 % of the sites lie at or beyond this energy, which by itself leaves more than 1 % of all sites bare. With the duration and the H$_2$ concentration unchanged, a hotter anneal is needed to reach them.

Numerical averaging, with a search for the minimum between 600 and 1000 K, puts the optimum at 480 °C, where the bare fraction is $2.6\times10^{-5}$. At 50 K below this temperature it is $4.8\times10^{-4}$, and at 50 K above it $5.6\times10^{-5}$. In this case an optimum survives, but it lies about 120 K higher, and the best result is more than 500 times poorer than for identical sites. These figures depend on the far tails of the assumed distributions: at 480 °C, $at=1$ is reached only for a site 4.8 standard deviations above the mean $E_f$. With both Gaussians cut off at three standard deviations, the optimum moves to 456 °C with a bare fraction of $1.2\times10^{-5}$. The two recipes of the counter-example even change places: 359 °C with the original hydrogen now leaves 4.9 % of the sites bare, and 500 °C with ten times the H$_2$ only $3.2\times10^{-6}$. The effect itself remains, but at higher temperatures: 700 °C with ten times the H$_2$ leaves $7.7\times10^{-5}$, three times as much as 480 °C with the original hydrogen. The proof of a single minimum applies to one pair of energies and does not carry over to an average by itself.

**Atomic hydrogen.** Hydrogen can do direct harm if a further reaction is added. A free H atom may passivate a bare site, but it may also strip a passivated one by forming H$_2$. Let both processes have the same coefficient $c$, and let $y$ be the concentration of H atoms. Then

$$\frac{df}{dt}=-(a+cy)f+(d+cy)(1-f).$$

Setting the derivative to zero gives the steady fraction

$$f=\frac{d+cy}{a+d+2cy},\qquad \frac{\partial f}{\partial(cy)}=\frac{(a+d+2cy)-2(d+cy)}{(a+d+2cy)^2}=\frac{a-d}{(a+d+2cy)^2}.$$

When $a>d$, as in all the H$_2$ anneals above, more atomic hydrogen raises the steady bare fraction, towards one half. With the round values $c=10^{-10}$ cm$^3$/s and $y=10^6$ cm$^{-3}$, the product $cy$ is $10^{-4}$ s$^{-1}$. At 359 °C this gives

$$f\approx\frac{10^{-4}}{1.116\times10^{-2}+2\times10^{-4}}=8.8\times10^{-3},$$

compared with $4.6\times10^{-8}$ for H$_2$ alone. Far fewer atoms already matter: the floor doubles when $cy=d$, which at 359 °C requires only $y=d/c\approx5$ cm$^{-3}$. Hot H$_2$ supplies more than that by itself: an ideal gas with $10^{17}$ molecules per cm$^3$ and a dissociation energy of 4.48 eV holds roughly $5\times10^2$ atoms per cm$^3$ in thermal equilibrium at 359 °C. Taking this gas value for $y$ gives $f\approx cy/a\approx4\times10^{-6}$, about a hundred times the result for H$_2$ alone. Since this $y$ grows as $\sqrt h$, the floor at this temperature then falls only about as $1/\sqrt h$. The counter-example survives, because 500 °C with ten times the H$_2$ then leaves $1.7\times10^{-5}$, but the floors of the two-rate model are an idealization. Whether more hydrogen can spoil an interface thus depends on its form: in this model molecular hydrogen cannot, and atomic hydrogen can.

All numerical values are calculated from the stated model.
